\section*{The symmetric collinear H3 saddle by full configuration interaction}

\section{The problem}

In the exchange reaction $\mathrm{H}+\mathrm{H_2}\to\mathrm{H_2}+\mathrm{H}$ the middle atom can be handed from one neighbour to the other along a line. Let $r_1,r_2$ be the two bond lengths, $\varphi$ the deviation of the bond angle from $180^\circ$, and $E(r_1,r_2,\varphi)$ the ground-state energy of the three electrons plus the repulsion of the fixed protons. Use full configuration interaction (FCI) in the cc-pVDZ basis, which has 15 functions for three hydrogen atoms.

\begin{enumerate}
\item Write the FCI eigenvalue problem for three electrons.
\item Reduce the search for a stationary point with $r_1=r_2=R$ to one variable, and find $R$.
\item Express the squared angular frequencies $\lambda=\omega^2$ of all vibrations through second derivatives of $E$. Which are negative?
\item Confirm the answer without using symmetry.
\item Show that the unstable direction leads to $\mathrm{H}+\mathrm{H_2}$, and find the barrier.
\end{enumerate}

The nuclei are classical points of proton mass $m=1.672622\times10^{-27}$ kg moving on one electronic surface (Born--Oppenheimer approximation). Relativity is left out. A first-order saddle is a stationary point with exactly one negative vibrational $\lambda$.

\section{Hints}

\begin{enumerate}
\item The Hamiltonian does not act on spin. Fix two electrons as spin-up and one as spin-down, and ask which permutation symmetry remains.
\item What does exchanging the two end atoms do to $\partial E/\partial r_1$? What does a half-turn about the axis do to $\varphi$?
\item For each symmetry type, find displacements with no net momentum and no angular momentum. Both the antisymmetric stretch and the bend use amplitudes in the ratio $1:-2:1$.
\item Three atoms have nine Cartesian coordinates. How many zero eigenvalues must a linear molecule show?
\item Lengthen one bond in steps and let the other relax.
\end{enumerate}

\section{Full solution}

\subsection{The electronic problem}

With the protons at $\mathbf R_A$, the electronic Hamiltonian is
\begin{equation}
H=\sum_{a=1}^{3}h(a)+\sum_{a<b}\frac{e^2}{4\pi\varepsilon_0 r_{ab}},\qquad
h=-\frac{\hbar^2}{2m_e}\nabla^2-\sum_{A=1}^{3}\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_A|}.
\end{equation}
Since $H$ contains no spin operator, it acts separately on each spin component of the wavefunction. Take the component in which electrons 1 and 2 are up and electron 3 is down. The other components with the same total spin projection follow from it by permuting electrons. In real orthonormal orbitals $\phi_i$,
\begin{equation}
\Psi=\sum_{ijk}c_{ijk}\,\phi_i(1)\phi_j(2)\phi_k(3),\qquad c_{ijk}=-c_{jik}.
\end{equation}
Projecting $H\Psi=\mathcal E\Psi$ on $\phi_i\phi_j\phi_k$ gives
\begin{align}
\mathcal E c_{ijk}={}&\sum_p\left(h_{ip}c_{pjk}+h_{jp}c_{ipk}+h_{kp}c_{ijp}\right)\nonumber\\
&+\sum_{pq}\left[(ip|jq)c_{pqk}+(ip|kq)c_{pjq}+(jp|kq)c_{ipq}\right],
\end{align}
where $(ip|jq)$ is the Coulomb integral between the products $\phi_i\phi_p$ and $\phi_j\phi_q$. The independent components have $i<j$, so their number is $\tfrac12(15)(14)(15)=1575$. All of them are kept, which is the meaning of ``full''. The result is complete within this basis only. Adding the proton repulsion to the lowest $\mathcal E$ gives $E$.

The spin of the solution can be read from $c$. Three electrons with projection $\tfrac12$ form a doublet or a quartet. The quartet state with all spins up has a spatial factor antisymmetric in all three electrons, and lowering the spin projection leaves that factor unchanged. The quartet part of $c$ is therefore its fully antisymmetric part. Because $c$ is already antisymmetric in $i,j$, the six terms of the antisymmetrizer pair up into
\begin{equation}
\tfrac13\left(c_{ijk}+c_{jki}+c_{kij}\right).
\end{equation}
At the saddle found below, the squared norm of this part is $1.8\times10^{-15}$, so the state is a doublet. A separate calculation with Slater determinants gives the same energy to $1.2\times10^{-14}$ hartree.

\subsection{The stationary point}

Exchanging the end atoms gives $E(r_1,r_2,\varphi)=E(r_2,r_1,\varphi)$. Differentiating with respect to $r_1$ and then setting $r_1=r_2=R$ shows that the two bond derivatives are equal there. By the chain rule,
\begin{equation}
\frac{d}{dR}E(R,R,0)=\frac{\partial E}{\partial r_1}+\frac{\partial E}{\partial r_2}=2\,\frac{\partial E}{\partial r_1}.
\end{equation}
One zero of the left side makes both bond forces vanish. A half-turn about the axis changes $\varphi$ into $-\varphi$ without changing $E$, so the bending force vanishes as well, provided $E$ is smooth at $\varphi=0$.

Smoothness could fail if two electronic states met at the linear geometry. The next state, of either spin, lies 6.75 eV higher in this basis. Adding diffuse functions (aug-cc-pVDZ) lowers this gap by 0.24 eV to 6.51 eV, so the ground state remains isolated. It is also a $\Sigma$ state, because linear-molecule states with non-zero axial angular momentum come in degenerate pairs.

Minimizing $E(R,R,0)$ gives
\begin{equation}
R=94.33\ \mathrm{pm}=1.7826\ \mathrm{bohr},\qquad E=-1.646621\ \text{hartree}.
\end{equation}
This is a minimum along the symmetric line. It says nothing yet about the other directions.

\subsection{Three curvatures}

Write $r_1=R+s+a$ and $r_2=R+s-a$, and let $\varphi_x,\varphi_y$ be the bends in two perpendicular planes. Exchange of the ends reverses $a$ and leaves $s$ alone, so there is no $sa$ term. The half-turn reverses both bends and leaves the bonds alone, so no stretch--bend term appears. A quarter-turn sends $\varphi_x\to\varphi_y$ and $\varphi_y\to-\varphi_x$; it makes the two bending curvatures equal and forces their cross term to equal its own negative. To second order,
\begin{equation}
E=E_0+\tfrac12A_s s^2+\tfrac12A_a a^2+\tfrac12A_b(\varphi_x^2+\varphi_y^2).
\end{equation}
The computed curvatures are
\begin{equation}
A_s=510.93\ \mathrm{N/m},\quad A_a=-86.01\ \mathrm{N/m},\quad A_b=7.3742\times10^{-20}\ \mathrm{J/rad^2}.
\end{equation}

The last digit of $A_b$ depends on the finite angle step: at zero step it is $7.3737\times10^{-20}\ \mathrm{J/rad^2}$, which changes the bend wavenumber by less than $0.1\ \mathrm{cm^{-1}}$. The value of $A_a$ carries a small error from the finite step of 0.01 bohr: extrapolation to zero step gives $-86.08$ N/m, which would raise the magnitude of the imaginary wavenumber found below by about $0.6\ \mathrm{cm^{-1}}$.

The signs can be traced to the bond force constants $f=\partial^2E/\partial r_1^2$ and $f'=\partial^2E/\partial r_1\partial r_2$. Moving both bonds by $s$ gives $A_s=2(f+f')$, and moving them oppositely gives $A_a=2(f-f')$. Hence
\begin{equation}
f=\frac{A_s+A_a}{4}=106.2\ \mathrm{N/m},\qquad f'=\frac{A_s-A_a}{4}=149.2\ \mathrm{N/m}.
\end{equation}
Each bond alone is stable, since $f>0$. The antisymmetric direction is unstable because the coupling exceeds the single-bond constant: when one bond lengthens while the other shortens, the coupling term lowers the energy by more than the two separate distortions raise it.

\subsection{From curvatures to frequencies}

\emph{Symmetric stretch.} The atoms move along the axis by $(-s,0,s)$. The kinetic energy is $\tfrac12(2m)\dot s^2$, so $2m\ddot s=-A_s s$ and
\begin{equation}
\lambda_s=\frac{A_s}{2m}.
\end{equation}

\emph{Antisymmetric stretch.} Zero total momentum and equal displacements of the ends require $(w,-2w,w)$ along the axis. The first bond changes by $-2w-w=-3w$ and the second by $w-(-2w)=3w$. Thus $a=-3w$, and
\begin{equation}
K=\tfrac12m(1+4+1)\dot w^2=\tfrac12\left(\frac{6m}{9}\right)\dot a^2=\tfrac12\left(\frac{2m}{3}\right)\dot a^2,\qquad
\lambda_a=\frac{3A_a}{2m}.
\end{equation}

\emph{Bend.} Now the displacements $(w,-2w,w)$ are perpendicular to the axis. The momenta cancel, and the two end atoms contribute opposite angular momenta about the centre. The bonds acquire slopes $-3w/R$ and $+3w/R$, so $\varphi=6w/R$ to first order and
\begin{equation}
K=\tfrac12(6m)\dot w^2=\tfrac12\left(\frac{mR^2}{6}\right)\dot\varphi^2,\qquad
\lambda_b=\frac{6A_b}{mR^2}\quad\text{(twice)}.
\end{equation}
The straight sideways displacement also lengthens each bond by an amount of order $w^2$. This does not alter the quadratic energy, because the bond forces vanish at the stationary point. Away from it the bend formula would need a correction.

Inserting the numbers,
\begin{align}
\lambda_s&=\frac{510.93}{2(1.672622\times10^{-27})}=1.527\times10^{29}\ \mathrm{s^{-2}},\\
\lambda_a&=\frac{3(-86.01)}{2(1.672622\times10^{-27})}=-7.713\times10^{28}\ \mathrm{s^{-2}},\\
\lambda_b&=\frac{6(7.3742\times10^{-20})}{(1.672622\times10^{-27})(94.33\times10^{-12})^2}=2.973\times10^{28}\ \mathrm{s^{-2}}.
\end{align}
With $\tilde\nu=\sqrt{|\lambda|}/(2\pi c)$, the symmetric stretch has $2075\ \mathrm{cm^{-1}}$ and the two bends $915\ \mathrm{cm^{-1}}$. The antisymmetric stretch has $1474i\ \mathrm{cm^{-1}}$; the numerical output marks this imaginary value by a minus sign. A small displacement along it does not oscillate. It is a combination of $e^{|\omega_a|t}$ and $e^{-|\omega_a|t}$, with $1/|\omega_a|=3.6$ fs.

\subsection{A check that assumes no symmetry}

Displace each of the nine Cartesian coordinates by $d=0.5292$ pm. Denote by $E_{\pm i}$ the energies after one displacement, and by $E_{\pm i\pm j}$ those after two displacements of equal sign. Taylor expansion gives
\begin{align}
E_{+i}+E_{-i}-2E_0&=d^2H_{ii}+O(d^4),\\
E_{+i+j}+E_{-i-j}-2E_0&=d^2(H_{ii}+H_{jj}+2H_{ij})+O(d^4).
\end{align}
Subtracting the first line for $i$ and for $j$ from the second leaves $2d^2H_{ij}$. All masses are equal, so the eigenvalues of the matrix $H_{ij}$ divided by $m$ are the $\lambda$ values.

A linear molecule has three translations and two rotations, and therefore $9-5=4$ vibrations. The diagonalization gives one negative eigenvalue, five near zero and three positive ones. The four vibrational wavenumbers agree with the mode formulas to the printed $0.1\ \mathrm{cm^{-1}}$, and the eigenvectors overlap with the assumed patterns to 1.00000. Both routes use a step of 0.01 bohr for the antisymmetric stretch and both miss its zero-step wavenumber by about $0.6\ \mathrm{cm^{-1}}$, so this agreement confirms the mode formulas, not the last digit. The largest near-zero wavenumber is $25\ \mathrm{cm^{-1}}$. Since $\lambda$ varies as $\tilde\nu^2$, this is only $(25.1/915.3)^2\approx0.08\%$ of the bend eigenvalue. Finite displacements leave errors of order $d^2$ in $H_{ij}$, so some remainder is expected; its sources were not separated.

The stationary point is thus a first-order saddle: the antisymmetric stretch is imaginary and the degenerate bend is real.

\subsection{Where the unstable direction leads}

A negative curvature describes only the neighbourhood of the saddle. To go further, hold $r_2$ fixed at increasing values and minimize over $r_1$, keeping the atoms on a line. Energies are relative to separated $\mathrm{H}+\mathrm{H_2}$.
\begin{center}
\begin{tabular}{ccc}
$r_2$ (pm) & $r_1$ (pm) & energy (eV)\\
94.33 & 94.33 & 0.444\\
111.13 & 82.97 & 0.396\\
132.29 & 78.69 & 0.290\\
169.34 & 76.64 & 0.132\\
238.13 & 76.12 & 0.019
\end{tabular}
\end{center}
The energy falls from point to point, and $r_1$ approaches the $\mathrm{H_2}$ bond length of 76.09 pm found in the same basis. Exchanging $r_1$ and $r_2$ gives the other side, so the saddle connects reactants and products. This relaxed scan is not the steepest-descent path in mass-weighted coordinates, which in general passes through different intermediate geometries.

The classical barrier is the difference
\begin{equation}
V=-1.646621-(-1.163673)-(-0.499278)=0.016330\ \text{hartree}=0.444\ \mathrm{eV},
\end{equation}
or 42.9 kJ/mol. The three energies are those of the saddle, $\mathrm{H_2}$ and H. Each is a variational upper bound, but their difference is not a bound on the barrier.

Quantum nuclei have zero-point energy. The saddle has three real vibrations and the reactants have one, at $4383.4\ \mathrm{cm^{-1}}$ (a finer fit gives 4383.7, which changes nothing below). In the harmonic approximation the barrier changes by
\begin{equation}
\frac{hc}{2}\left[2074.8+2(915.3)-4383.4\right]\mathrm{cm^{-1}}=-239\ hc\ \mathrm{cm^{-1}}=-0.030\ \mathrm{eV},
\end{equation}
which gives 0.415 eV from the unrounded values. The two bends matter here. The symmetric stretch of the saddle is softer than the $\mathrm{H_2}$ vibration, which lowers the zero-point energy by $\tfrac12(4383.4-2074.8)=1154$ in units of $hc\ \mathrm{cm^{-1}}$. The bends, which the separated reactants lack, return 915 of this.

\section{Variation 1: a larger basis}

\emph{Do the conclusions survive in cc-pVTZ?} This basis has 42 functions, hence $\tfrac12(42)(41)(42)=36\,162$ independent components. Repeating the search gives $R=93.00$ pm, an antisymmetric stretch of $1504i\ \mathrm{cm^{-1}}$, a bend of $918\ \mathrm{cm^{-1}}$ and a symmetric stretch of $2054\ \mathrm{cm^{-1}}$. No sign changes. Relative to cc-pVDZ, the bond shortens by 1.4\%, the imaginary wavenumber grows by 2.0\% in magnitude, and the two real wavenumbers move by 1.0\% or less.

The barrier falls by 0.013 eV to 0.431 eV. That is small beside the barrier but not beside $kT=0.026$ eV at 300 K: the Boltzmann factor of the barrier is multiplied by $e^{0.0134/0.0259}\approx1.7$. With harmonic zero-point energy included, the barrier falls from 0.415 to 0.399 eV. These shifts measure sensitivity to the basis and do not bound the remaining error. Diffuse functions move the results by more. In aug-cc-pVDZ the barrier is 0.402 eV, lower than in cc-pVDZ by 0.042 eV, and the wavenumbers are $1441i$, 892 and $2044\ \mathrm{cm^{-1}}$. Adding diffuse $s$ and $p$ functions to cc-pVTZ at the same bond length lowers the bend from 918 to about $860\ \mathrm{cm^{-1}}$, which alone lowers the zero-point-corrected barrier by about 0.007 eV. The closeness of 915 and 918 is therefore not a sign of convergence, although the signs of all curvatures are unaffected in aug-cc-pVDZ. Large-basis calculations place the classical barrier of the real system at roughly 0.42 eV, so the cc-pVDZ and cc-pVTZ values are somewhat high and the aug-cc-pVDZ value somewhat low. Atoms borrowing each other's basis functions also affects the comparison of the saddle with separated reactants, and no correction for this was made.

\section{Variation 2: when does classical crossing fail?}

\emph{Estimate how strongly tunnelling corrects classical passage over the saddle, and the temperature at which the simplest correction diverges.} Replace the barrier along the unstable mode by an inverted parabola. Its quantum transmission at energy $\epsilon$ measured from the top is $1/(1+e^{-2\pi\epsilon/\hbar|\omega_a|})$, taken here as given. Classical transmission is a step at $\epsilon=0$, whose thermal average is $\int_0^\infty e^{-\epsilon/kT}d\epsilon/kT=1$. With $x=\epsilon/\hbar|\omega_a|$ and $u=\hbar|\omega_a|/kT$, the quantum-to-classical ratio is
\begin{equation}
\kappa=u\int_{-\infty}^{\infty}\frac{e^{-ux}}{1+e^{-2\pi x}}\,dx
=\sigma\int_0^\infty\frac{t^{\sigma-1}}{1+t}\,dt,\qquad \sigma=\frac{u}{2\pi},
\end{equation}
where $t=e^{-2\pi x}$. For $0<\sigma<1$ the last integral is Euler's $\pi/\sin\pi\sigma$, so
\begin{equation}
\kappa=\frac{u/2}{\sin(u/2)}.
\end{equation}
For small $u$ this tends to 1, the classical limit. It diverges at $u=2\pi$, that is at
\begin{equation}
T_c=\frac{\hbar|\omega_a|}{2\pi k}=338\ \mathrm{K}.
\end{equation}
The cc-pVTZ wavenumber of Variation 1 would give 344 K. At twice the cc-pVDZ value, $2T_c=675$ K, where $u=\pi$, direct quadrature gives 1.5708, in agreement with $\pi/2$. Tunnelling thus already raises the thermal transmission by more than half at twice $T_c$. Classical crossing loses accuracy gradually, well above $T_c$. The parabolic correction diverges at $T_c$ and is too large already somewhat above it: at $1.25\,T_c$ it gives 4.3, whereas a barrier of the same height and curvature that levels off on both sides (the Eckart form $V/\cosh^2(x/L)$) gives 3.2.

The divergence belongs to the parabola, which falls without limit and so admits particles of arbitrarily low energy. The real barrier levels off at the reactants, and its rate stays finite. The estimate therefore gives no rate at 300 K, which lies below $T_c$. It shows instead that neither classical crossing nor this correction can be relied on there, and that the full shape of the barrier is needed.

\section*{Computed values}
\begin{verbatim}
Proton mass: 1.672622e-27 kg
Basis functions, cc-pVDZ / cc-pVTZ: 15 / 42
Cartesian displacement step: 0.5292 pm
--- FCI/cc-pVDZ saddle
Bond length R: 94.33 pm = 1.7826 bohr
Total energy at saddle: -1.646621 hartree
Difference from determinant FCI: 1.2e-14 hartree
Quartet weight in the state: 1.8e-15
Gap to next electronic state: 6.75 eV
Largest Cartesian gradient: 6.9e-06 hartree/bohr
Curvature A_sym: 510.93 N/m
Curvature A_anti: -86.01 N/m
Curvature A_bend: 7.3742e-20 J/rad^2
--- Wavenumbers (negative = imaginary): mode formula | Cartesian Hessian
Antisymmetric stretch: -1474.4 | -1474.4 cm^-1
Bend, first: 915.3 | 915.3 cm^-1
Bend, second: 915.3 | 915.3 cm^-1
Symmetric stretch: 2074.8 | 2074.8 cm^-1
Largest of five near-zero modes: 25.1 cm^-1
Pattern overlaps anti / bend / sym: 1.00000 / 1.00000 / 1.00000
--- Barrier and reactants, cc-pVDZ
H2 bond length: 76.09 pm
H2 energy: -1.163673 hartree
H atom energy: -0.499278 hartree
H2 harmonic wavenumber: 4383.4 cm^-1
Classical barrier: 0.4444 eV = 42.88 kJ/mol
Harmonic zero-point correction: -0.0296 eV
Barrier with zero-point correction: 0.4147 eV
--- Relaxed scan: r2 (pm), r1 (pm), energy above H + H2 (eV)
94.33, 94.33, 0.4444
111.13, 82.97, 0.3964
132.29, 78.69, 0.2901
169.34, 76.64, 0.1319
238.13, 76.12, 0.0185
--- FCI/cc-pVTZ value and shift from cc-pVDZ
Bond length: 93.00 pm, shift -1.33 pm
Antisymmetric stretch: -1503.8 cm^-1, shift -29.3 cm^-1
Bend: 917.7 cm^-1, shift +2.4 cm^-1
Symmetric stretch: 2053.8 cm^-1, shift -20.9 cm^-1
Classical barrier: 0.4310 eV, shift -0.0134 eV
--- Tunnelling estimate, cc-pVDZ
Crossover temperature T_c: 337.6 K
Parabolic transmission factor at 2 T_c: 1.5708
\end{verbatim}
